# Voltage recovery of a briefly shorted capacitor with one Debye branch: verification in Python

```python
# RESULT UNDER TEST
# A capacitor has prompt capacitance c_inf in parallel with one Debye branch
# (c_slow in series with a resistor, relaxation time tau at constant voltage).
# Fully charged to v0, shorted for t_short, then opened, it shows
#   V(t) = v0*c_slow/(c_inf+c_slow)*exp(-t_short/tau)*(1-exp(-t/tau_open)),
#   tau_open = tau*c_inf/(c_inf+c_slow), which is shorter than tau.
# eps_inf and d_eps are the prompt and slow parts of relative permittivity.
# All quantities are in SI units unless a name or a printed label says otherwise.
import numpy as np
from scipy.constants import epsilon_0, k as k_B, e as q_e
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def recovery(t, v_before, v_write, c_inf, c_slow, tau, t_write):
    """Derived formula; v_write = 0 is the short circuit."""
    tau_open = tau * c_inf / (c_inf + c_slow)
    settled = (v_before - v_write) * c_slow / (c_inf + c_slow)
    settled *= np.exp(-t_write / tau)
    return v_write + settled * (1 - np.exp(-t / tau_open))


def memory_solution(eps_inf, d_eps, tau, f_before, f_write, t_write, times):
    """Field at constant displacement, from the memory integral (trapezoid)."""
    def kernel(age):
        return np.exp(-age / tau) / tau

    def history(t):
        recent = quad(kernel, t, t + t_write)[0]
        older = quad(kernel, t + t_write, np.inf)[0]
        return f_write * recent + f_before * older

    h = times[1] - times[0]
    past = np.array([history(t) for t in times])
    weights = kernel(times)
    displacement = eps_inf * f_write + d_eps * past[0]
    field = np.zeros(len(times))
    field[0] = (displacement - d_eps * past[0]) / eps_inf
    for n in range(1, len(times)):
        known = 0.5 * weights[n] * field[0]
        known += np.dot(weights[n - 1:0:-1], field[1:n])
        rhs = displacement - d_eps * (past[n] + h * known)
        field[n] = rhs / (eps_inf + 0.5 * d_eps * h * weights[0])
    return field


def circuit_matrix(c_inf, c_branches, taus, conductance=0.0):
    """Rates for [terminal voltage, voltage on each branch capacitor]."""
    c_branches, taus = np.asarray(c_branches), np.asarray(taus)
    n = len(taus)
    m = np.zeros((n + 1, n + 1))
    branch_g = c_branches / taus
    m[0, 0] = -(conductance + branch_g.sum()) / c_inf
    m[0, 1:] = branch_g / c_inf
    m[1:, 0] = 1 / taus
    m[1:, 1:] = -np.diag(1 / taus)
    return m


# ---- Memory integral against the formula: weak, strong, reversed write ----
cases = [(36., 2., 1., 1., 0., 0.02), (10., 30., 1., 1., 0., 0.3),
         (5., 4., 0.7, 1., -1., 0.2)]
grid = np.linspace(0, 4, 1001)
worst_memory = 0.0
for ei, de, ta, fb, fw, tw in cases:
    numeric = memory_solution(ei, de, ta, fb, fw, tw, grid)
    derived = recovery(grid, fb, fw, ei, de, ta, tw)
    scale = abs(derived[-1] - fw)
    worst_memory = max(worst_memory, np.max(abs(numeric - derived)) / scale)
assert worst_memory < 1e-3  # second-order time-step error

# ---- Cause of the speed: equal initial rate, shorter distance ----
m_open = circuit_matrix(1., [2.], [1.])
m_short = circuit_matrix(1., [2.], [1.], 1e6)
start = np.array([0., 1.])
dt = 1e-4
drop_open = 1 - (expm(m_open * dt) @ start)[1]
drop_short = 1 - (expm(m_short * dt) @ start)[1]
initial_rate_ratio = drop_open / drop_short
assert abs(initial_rate_ratio - 1) < 1e-3  # finite dt
distance_open = 1 - (expm(m_open * 40) @ start)[1]
distance_short = 1 - (expm(m_short * 40) @ start)[1]
distance_ratio = distance_open / distance_short
assert abs(distance_ratio - 1 / (1 + 2)) < 1e-5

# ---- Example inputs: rough values for a DRAM storage capacitor ----
thickness, area = 6e-9, 0.2e-12
eps_inf, d_eps = 36.0, 2.0
tau, t_short, v0, temperature = 1e-6, 20e-9, 0.5, 300.0
r_short = 20e3
c_inf = epsilon_0 * eps_inf * area / thickness
c_slow = epsilon_0 * d_eps * area / thickness
c_total = c_inf + c_slow
tau_open = tau * c_inf / c_total
q_left = c_slow * v0 * np.exp(-t_short / tau)
v_settled = q_left / c_total
field0 = v0 / thickness
p_slow = epsilon_0 * d_eps * field0

# ---- Circuit with a real short resistance against the ideal formula ----
open_m = circuit_matrix(c_inf, [c_slow], [tau])
closed_m = circuit_matrix(c_inf, [c_slow], [tau], 1 / r_short)
after_short = expm(closed_m * t_short) @ np.array([v0, v0])
v_residual = after_short[0]
v_end = (expm(open_m * 50 * tau) @ after_short)[0]
for t in np.array([0.2, 0.5, 1., 2., 5.]) * tau:
    v_num = (expm(open_m * t) @ after_short)[0]
    v_formula = recovery(t, v0, 0., c_inf, c_slow, tau, t_short)
    # The resistor leaves a small voltage and delays the short slightly.
    assert abs(v_num - v_formula) < 1e-3 * v_settled
assert abs(v_end / v_settled - 1) < 1e-3

# ---- Time constants measured from decays in the circuit ----
t_a, t_b = 0.5 * tau, 1.5 * tau
gap_open = [v_end - (expm(open_m * t) @ after_short)[0] for t in (t_a, t_b)]
tau_open_measured = (t_b - t_a) / np.log(gap_open[0] / gap_open[1])
# From empty to a constant source: the distance to v0 obeys the closed matrix.
gap_const = [(expm(closed_m * t) @ np.array([v0, v0]))[1] for t in (t_a, t_b)]
tau_const_measured = (t_b - t_a) / np.log(gap_const[0] / gap_const[1])
assert abs(tau_open_measured / tau_open - 1) < 1e-6
assert abs(tau_const_measured / tau - 1) < 1e-4  # small source resistance
assert tau_open_measured < tau_const_measured

# ---- Neglected effects, with rough inputs ----
c_par = 0.5e-15
v_par = q_left / (c_total + c_par)
tau_par = tau * (c_inf + c_par) / (c_total + c_par)
par_m = circuit_matrix(c_inf + c_par, [c_slow], [tau])
rate_par = np.max(-np.linalg.eigvals(par_m).real)
assert abs(rate_par * tau_par - 1) < 1e-9
par_end = (expm(par_m * 50 * tau)
           @ np.array([0., v0 * np.exp(-t_short / tau)]))[0]
assert abs(par_end / v_par - 1) < 1e-9

# Equal slow capacitances spread over four decades of relaxation time.
taus = np.logspace(-8, -4, 17)
branches = np.full(17, c_slow / 17)
spread_open = circuit_matrix(c_inf, branches, taus)
spread_closed = circuit_matrix(c_inf, branches, taus, 1 / r_short)
spread_start = expm(spread_closed * t_short) @ np.full(18, v0)
v_spread = (expm(spread_open * 2e-3) @ spread_start)[0]
target = (1 - np.exp(-1)) * v_spread
t_spread = brentq(lambda t: (expm(spread_open * t) @ spread_start)[0] - target,
                  1e-9, 1e-3, xtol=1e-13)
open_rates = np.sort(-np.linalg.eigvals(spread_open).real)[1:]
const_rates = np.sort(1 / taus)
assert np.all(open_rates > const_rates)
assert np.all(open_rates[:-1] < const_rates[1:])
for rate in open_rates:
    root_value = 1 + np.sum(branches / c_inf / (1 - rate * taus))
    assert abs(root_value) < 1e-6

t_hot, activation_ev = 358.0, 0.3
tau_hot = tau * np.exp(activation_ev * q_e / k_B * (1 / t_hot - 1 / temperature))
v_hot = v0 * c_slow / c_total * np.exp(-t_short / tau_hot)
v_noise = np.sqrt(k_B * temperature / c_inf)
hold, node_current, leak_density = 64e-3, 1e-15, 1e-3  # leak_density in A/m2
r_leak = v0 / (leak_density * area)
leak_loss = 1 - np.exp(-hold / (r_leak * c_total))
node_shift = node_current * hold / c_total
node_shift_recovery = node_current * 5 * tau_open / c_total
quadratic, breakdown = 0.01, 4e8  # per V2; V/m
nonlinear = quadratic * v0**2
v_drift = recovery(50 * tau, v0, -v0, c_inf, c_slow, tau, t_short) + v0

print(f"Film thickness: {thickness*1e9:.1f} nm; area: {area*1e12:.2f} um2")
print(f"Prompt permittivity: {eps_inf:.0f}; slow part: {d_eps:.0f} (relative)")
print(f"Charging voltage: {v0:.2f} V; temperature: {temperature:.0f} K")
print(f"Short duration: {t_short*1e9:.0f} ns")
print(f"Field while charged: {field0/1e8:.3f} MV/cm")
print(f"Prompt capacitance: {c_inf*1e15:.3f} fF")
print(f"Slow capacitance: {c_slow*1e15:.4f} fF")
print(f"Total capacitance: {c_total*1e15:.3f} fF")
print(f"Slow polarization at full charge: {p_slow*100:.4f} uC/cm2")
print(f"Fraction of slow charge left by short: {np.exp(-t_short/tau):.4f}")
print(f"Slow charge left by short: {q_left*1e15:.4f} fC")
print(f"Settled recovered voltage: {v_settled*1e3:.2f} mV")
print(f"Recovered fraction of charging voltage: {v_settled/v0*100:.2f} %")
print(f"Constant-voltage relaxation time: {tau*1e9:.1f} ns")
print(f"Open-circuit recovery time: {tau_open*1e9:.1f} ns")
print(f"Measured in circuit, constant voltage: {tau_const_measured*1e9:.1f} ns")
print(f"Measured in circuit, open: {tau_open_measured*1e9:.1f} ns")
print(f"Rate ratio, open to constant voltage: {tau/tau_open:.4f}")
for t in (0.1e-6, 0.5e-6, 1e-6, 3e-6):
    v_t = recovery(t, v0, 0., c_inf, c_slow, tau, t_short)
    print(f"Recovered voltage at {t*1e6:.1f} us: {v_t*1e3:.2f} mV")
print(f"Drift after write from +V0 to -V0: {v_drift*1e3:.2f} mV")
print(f"Memory integral, worst relative difference: {worst_memory:.1e}")
print("Strong test case: slow/prompt capacitance = 2")
print(f"  initial rate, open/short: {initial_rate_ratio:.4f}")
print(f"  distance of slow charge, open/short: {distance_ratio:.4f}")
print(f"Short resistance (rough): {r_short/1e3:.0f} kohm")
print(f"  prompt discharge time: {r_short*c_inf*1e9:.3f} ns")
print(f"  voltage left at opening: {v_residual*1e6:.2f} uV")
print(f"Parasitic capacitance (rough): {c_par*1e15:.1f} fF")
print(f"  settled voltage: {v_par*1e3:.2f} mV; time: {tau_par*1e9:.1f} ns")
print(f"Spread of times: {taus[0]*1e9:.0f} ns to {taus[-1]*1e6:.0f} us")
print(f"  number of branches: {len(taus)}")
print(f"  settled voltage: {v_spread*1e3:.2f} mV")
print(f"  time to 63.2 % of settled voltage: {t_spread*1e6:.2f} us")
print(f"Hot device: {t_hot:.0f} K; activation (rough): {activation_ev:.1f} eV")
print(f"  relaxation time: {tau_hot*1e9:.1f} ns")
print(f"  settled voltage: {v_hot*1e3:.2f} mV")
print(f"Thermal rms voltage: {v_noise*1e3:.3f} mV")
print(f"Hold time: {hold*1e3:.0f} ms")
print(f"Dielectric leakage (rough): {leak_density/1e4:.1e} A/cm2 at V0")
print(f"  loss of recovered voltage in hold: {leak_loss*100:.2f} %")
print(f"Node leakage (rough): {node_current*1e15:.1f} fA")
print(f"  voltage shift in hold: {node_shift*1e3:.2f} mV")
print(f"  shift in five recovery times: {node_shift_recovery*1e6:.2f} uV")
print(f"Quadratic permittivity change (rough): {quadratic:.2f} per V2")
print(f"  change at V0: {nonlinear*100:.2f} %")
print(f"Breakdown field (rough): {breakdown/1e8:.0f} MV/cm")
print(f"  charging field / breakdown field: {field0/breakdown:.3f}")
print("all tests passed")
```

Running it gives:

```
Film thickness: 6.0 nm; area: 0.20 um2
Prompt permittivity: 36; slow part: 2 (relative)
Charging voltage: 0.50 V; temperature: 300 K
Short duration: 20 ns
Field while charged: 0.833 MV/cm
Prompt capacitance: 10.625 fF
Slow capacitance: 0.5903 fF
Total capacitance: 11.215 fF
Slow polarization at full charge: 0.1476 uC/cm2
Fraction of slow charge left by short: 0.9802
Slow charge left by short: 0.2893 fC
Settled recovered voltage: 25.79 mV
Recovered fraction of charging voltage: 5.16 %
Constant-voltage relaxation time: 1000.0 ns
Open-circuit recovery time: 947.4 ns
Measured in circuit, constant voltage: 1000.0 ns
Measured in circuit, open: 947.4 ns
Rate ratio, open to constant voltage: 1.0556
Recovered voltage at 0.1 us: 2.58 mV
Recovered voltage at 0.5 us: 10.58 mV
Recovered voltage at 1.0 us: 16.82 mV
Recovered voltage at 3.0 us: 24.71 mV
Drift after write from +V0 to -V0: 51.59 mV
Memory integral, worst relative difference: 2.7e-06
Strong test case: slow/prompt capacitance = 2
  initial rate, open/short: 0.9999
  distance of slow charge, open/short: 0.3333
Short resistance (rough): 20 kohm
  prompt discharge time: 0.213 ns
  voltage left at opening: 5.79 uV
Parasitic capacitance (rough): 0.5 fF
  settled voltage: 24.69 mV; time: 949.6 ns
Spread of times: 10 ns to 100 us
  number of branches: 17
  settled voltage: 22.13 mV
  time to 63.2 % of settled voltage: 3.36 us
Hot device: 358 K; activation (rough): 0.3 eV
  relaxation time: 152.6 ns
  settled voltage: 23.08 mV
Thermal rms voltage: 0.624 mV
Hold time: 64 ms
Dielectric leakage (rough): 1.0e-07 A/cm2 at V0
  loss of recovered voltage in hold: 0.23 %
Node leakage (rough): 1.0 fA
  voltage shift in hold: 5.71 mV
  shift in five recovery times: 0.42 uV
Quadratic permittivity change (rough): 0.01 per V2
  change at V0: 0.25 %
Breakdown field (rough): 4 MV/cm
  charging field / breakdown field: 0.208
all tests passed
```
